\section*{Quantum-well gain with the hole quasi-Fermi level in the gap}

\section{What dimensions and symmetry fix}

An undoped quantum well is pumped until light at its absorption edge is neither absorbed nor amplified. How far are the two quasi-Fermi levels then from their band edges? Let the well have one parabolic subband for electrons, with in-plane mass $m_e$, and one for holes, with in-plane mass $m_h$. Let $a_e$ be the electron quasi-Fermi level measured upward from the electron subband edge, and $a_h$ the hole quasi-Fermi level measured downward from the hole subband edge. A positive value means that the level lies inside its band, a negative value that it lies in the gap.

Occupations and carrier densities depend on the distances of the levels from the edges, so the gap itself drops out. What remains is $\hbar$, $k_BT$, $m_e$ and $m_h$. The first three have independent dimensions, and the one energy they form is $k_BT$. At transparency, therefore,
\begin{equation}
a_e=k_BT\,\varphi(r),\qquad r=\frac{m_h}{m_e},
\label{eq:form}
\end{equation}
with $\varphi$ a pure function of the mass ratio.

Exchanging the names of electrons and holes replaces $r$ by $1/r$ and $a_e$ by $a_h$, so $a_h=k_BT\,\varphi(1/r)$. It is proved below that edge transparency means $a_e+a_h=0$. Hence
\begin{equation}
\varphi(1/r)=-\varphi(r),\qquad \varphi(1)=0 .
\label{eq:odd}
\end{equation}
With equal masses both levels sit on their edges. With unequal masses the two displacements are opposite, and the proof below shows that they are not zero: one level is inside its band and the other is in the gap by the same amount. This already conflicts with the belief that gain begins when both levels have entered their bands. A model well with definite numbers shows the conflict well above its transparency density too.

\section{A counter-example}

Take a well of width 8 nm at 300 K, where $k_BT=25.85$ meV, with $m_e=0.07\,m_0$ and $m_h=0.28\,m_0$, so that $r=4$; $m_0$ is the free-electron mass. These are round parameters in the rough regime of a GaAs/AlGaAs laser well, but the well is a model: the valence bands of a real one raise the density needed for gain, as the last section shows. The well holds $n=1.50\times10^{12}$ cm$^{-2}$ electrons and, being neutral and undoped, as many holes. Each population is in thermal equilibrium within its own band.

\subsection{From density to level}

With two spin states and $d^2k/(2\pi)^2$ orbital states per unit area, the electron density is
\begin{equation}
n=2\int\frac{d^2k}{(2\pi)^2}\,f=\frac1\pi\int_0^\infty \frac{k\,dk}{e^{(\varepsilon-a_e)/k_BT}+1},
\qquad \varepsilon=\frac{\hbar^2k^2}{2m_e}.
\end{equation}
Since $k\,dk=m_e\,d\varepsilon/\hbar^2$, the density of states is constant:
\begin{equation}
n=\frac{m_e}{\pi\hbar^2}\int_0^\infty\frac{d\varepsilon}{e^{(\varepsilon-a_e)/k_BT}+1}.
\end{equation}
Put $u=e^{-(\varepsilon-a_e)/k_BT}$. Then $d\varepsilon=-k_BT\,du/u$, the integrand is $u/(1+u)$, and $u$ runs from $e^{a_e/k_BT}$ down to 0. The minus sign reverses the limits, giving
\begin{equation}
n=N_c\int_0^{e^{a_e/k_BT}}\frac{du}{1+u}=N_c\ln\!\left(1+e^{a_e/k_BT}\right),
\qquad N_c=\frac{m_ek_BT}{\pi\hbar^2}.
\label{eq:n}
\end{equation}
The same steps for holes, with energy counted downward, give
\begin{equation}
p=N_v\ln\!\left(1+e^{a_h/k_BT}\right),\qquad N_v=\frac{m_hk_BT}{\pi\hbar^2}=rN_c .
\label{eq:p}
\end{equation}
Exponentiating (\ref{eq:n}) and (\ref{eq:p}) and solving for the levels,
\begin{equation}
a_e=k_BT\ln\!\left(e^{n/N_c}-1\right),\qquad
a_h=k_BT\ln\!\left(e^{p/N_v}-1\right).
\label{eq:levels}
\end{equation}

Here $N_c=7.559\times10^{11}$ cm$^{-2}$ and $N_v=3.024\times10^{12}$ cm$^{-2}$, so $n/N_c=1.984$ and $p/N_v=0.496$. Equation (\ref{eq:levels}) gives
\begin{equation}
a_e=47.5\ \text{meV},\qquad a_h=-11.4\ \text{meV}.
\end{equation}
The hole level is in the gap, 11.4 meV from the band it describes.

\subsection{From level to gain}

Let $f_c$ and $f_v$ be the probabilities that the upper and lower states of a transition hold an electron. Stimulated emission needs an electron above and a vacancy below; absorption needs the reverse. Both have the same matrix element, so the net emission is proportional to
\begin{equation}
f_c(1-f_v)-f_v(1-f_c)=f_c-f_v .
\label{eq:net}
\end{equation}
In an empty well $f_c=0$ and $f_v=1$, and this is $-1$: full absorption. Thus $f_c-f_v$ is the gain as a fraction of the empty-well absorption at the same photon energy, if the matrix element does not change with density and the attraction between electrons and holes is neglected.

At the edge write $f_e=f_c$ for the electron occupancy and $f_h=1-f_v$ for the hole occupancy. From (\ref{eq:n}),
\begin{equation}
1-f_e=\frac{1}{1+e^{a_e/k_BT}}=e^{-n/N_c},
\qquad 1-f_h=e^{-p/N_v},
\label{eq:occ}
\end{equation}
and the edge gain fraction is
\begin{equation}
f_e+f_h-1=1-e^{-n/N_c}-e^{-p/N_v}.
\label{eq:gain}
\end{equation}
With the numbers above this is $1-0.137-0.609=0.254$. The edge amplifies with a quarter of the strength with which the empty well absorbs, although the hole state there is occupied with probability 0.391, less than one half. The electron state is occupied with probability 0.863, and it is the sum that must exceed one.

\section{The correct general statement}

Let each band be in thermal equilibrium at the same temperature, and let the transitions be vertical with a sharp lowest energy $G$, the distance between the subband edges.

\begin{enumerate}
\item There is gain at photon energy $\hbar\omega\ge G$ if and only if $\hbar\omega-G<a_e+a_h$. Gain at the edge requires $a_e+a_h>0$; at least one level must lie inside its band, but the other need not.
\item In an undoped neutral well, the hole level is in the gap at edge transparency if and only if the bands would hold more holes than electrons with both levels placed on their edges.
\item For one parabolic subband per carrier, that condition is $r>1$. The electron edge occupancy $f$ at transparency then obeys
\begin{equation}
f+f^{\,r}=1,\qquad a_e=-a_h=k_BT\ln\frac{f}{1-f}.
\label{eq:law}
\end{equation}
\end{enumerate}

\section{Proof}

\textit{Part 1.} Let the transition join a lower state at $E_1$ to an upper state at $E_2=E_1+\hbar\omega$, and let $F_c$ and $F_v$ be the quasi-Fermi levels on a common energy scale. The Fermi function falls as its argument rises, so
\begin{equation}
f_c>f_v\iff E_2-F_c<E_1-F_v\iff \hbar\omega<F_c-F_v .
\end{equation}
If the subband edges are at $E_c$ and $E_v=E_c-G$, the definitions read $F_c=E_c+a_e$ and $F_v=E_v-a_h$. Subtracting,
\begin{equation}
F_c-F_v=G+a_e+a_h ,
\label{eq:sep}
\end{equation}
which proves the first part. The masses have not entered. Setting $\hbar\omega=G$ gives edge transparency at $a_e+a_h=0$, as used in (\ref{eq:odd}). In the counter-example the gain extends $47.47-11.45\approx36.0$ meV above the edge.

\textit{Part 2.} Let $n(a)$ and $p(a)$ be the densities when the respective level is at $a$, for any shape of the bands. Both increase with $a$. At transparency $a_h=-a_e$, and neutrality requires
\begin{equation}
n(a_e)-p(-a_e)=0 .
\label{eq:neutral}
\end{equation}
The left side increases with $a_e$. If $p(0)>n(0)$, it is negative at $a_e=0$, so its zero lies at $a_e>0$ and the hole level is in the gap. If $p(0)<n(0)$, the zero lies at $a_e<0$; if they are equal, it lies at $a_e=0$. This is the compensation in physical terms: with many hole states available, the holes match the electron number while each state is thinly filled, and the electrons must fill their fewer states more densely.

\textit{Part 3.} For parabolic subbands $n(0)=N_c\ln2$ and $p(0)=rN_c\ln2$, so the condition is $r>1$. At transparency $f_e=f$ and, because (\ref{eq:gain}) vanishes, $f_h=1-f$. Equation (\ref{eq:occ}) with $p=n$ becomes
\begin{equation}
1-f=e^{-n/N_c},\qquad f=e^{-n/(rN_c)} .
\end{equation}
Raising the second equation to the power $r$ gives $f^{\,r}=e^{-n/N_c}=1-f$, the first relation in (\ref{eq:law}). Its root is unique, because $f+f^{\,r}$ rises steadily from 0 to 2 as $f$ goes from 0 to 1. The edge occupancy is $f=1/(1+e^{-a_e/k_BT})$, so $f/(1-f)=e^{a_e/k_BT}$, and the logarithm gives the second relation. \hfill$\square$

\section{The size of the displacement}

Solving (\ref{eq:law}) numerically at 300 K, with $m_e=0.07\,m_0$ held fixed, gives the following values; the density is $n_{\rm tr}=-N_c\ln(1-f)$.

\begin{center}
\begin{tabular}{cccc}
$r$ & $f$ & $a_e$ (meV) & $n_{\rm tr}$ ($10^{11}$ cm$^{-2}$)\\ \hline
0.5 & 0.382 & $-12.4$ & 3.64\\
1 & 0.500 & 0 & 5.24\\
2 & 0.618 & 12.4 & 7.28\\
4 & 0.724 & 25.0 & 9.75\\
8 & 0.812 & 37.8 & 12.6
\end{tabular}
\end{center}

The rows $r=0.5$ and $r=2$ show the antisymmetry (\ref{eq:odd}). For the example, $r=4$, transparency has the electron level 25.0 meV inside its band and the hole level 25.0 meV in the gap. Dividing $n_{\rm tr}$ by the well width gives $1.22\times10^{18}$ cm$^{-3}$.

For nearly equal masses put $r=1+\eta$ and $f=\tfrac12+\delta$, with $\eta$ and $\delta$ small. To first order
\begin{equation}
f^{\,r}=f\,e^{\eta\ln f}\approx f+\eta f\ln f\approx\tfrac12+\delta-\tfrac12\eta\ln2 .
\end{equation}
Equation (\ref{eq:law}) then requires $2\delta=\tfrac12\eta\ln2$. Since $\ln[f/(1-f)]\approx4\delta$, we have $\varphi\approx\eta\ln2$, and $\eta\approx\ln r$ to this order. By (\ref{eq:odd}) $\varphi$ is odd in $\ln r$, so there is no quadratic term and
\begin{equation}
a_e\approx k_BT\,\ln2\,\ln r,
\label{eq:small}
\end{equation}
with a correction of third order in $\ln r$. At $r=4$ this gives 24.8 meV against 25.0 meV, and at $r=8$ it is about 1.3\% below the numerical root.

For very large $r$ the electron edge state is nearly full. With $x=a_e/k_BT$ large, $1-f\approx e^{-x}$ and $f^{\,r}\approx\exp(-re^{-x})$. Equating these gives $xe^x\approx r$, so $x\approx\ln r-\ln\ln r$: the displacement grows without bound, staying below $k_BT\ln r$ by about $k_BT\ln\ln r$.

\section{When the hole level enters its band}

Pumping beyond transparency raises both levels. The hole level reaches its edge when $a_h=0$, which by (\ref{eq:p}) and (\ref{eq:levels}) means
\begin{equation}
n=N_v\ln2,\qquad a_e=k_BT\ln(2^r-1).
\label{eq:enter}
\end{equation}
In the example this is $2.10\times10^{12}$ cm$^{-2}$, with the electron level at 70.0 meV. From $0.97\times10^{12}$ to $2.10\times10^{12}$ cm$^{-2}$, a factor of about 2.2 in density, the well has edge gain with the hole level in the gap. Above that range both levels are inside their bands.

The belief that both must be inside is sound in the degenerate limit. At fixed density and $T\to0$, the exponentials in (\ref{eq:levels}) dominate the $-1$, and
\begin{equation}
a_e\to k_BT\,\frac{n}{N_c}=\frac{\pi\hbar^2n}{m_e},\qquad a_h\to\frac{\pi\hbar^2n}{m_h},
\end{equation}
both positive. Setting $n=N_v\ln2$ and solving for temperature, the hole level enters its band on cooling below
\begin{equation}
T^*=\frac{\pi\hbar^2n}{m_hk_B\ln2}.
\end{equation}
For $n=1.50\times10^{12}$ cm$^{-2}$ this is 215 K, and at 77 K the hole level is 11.8 meV inside. The picture fails at room temperature because $k_BT$ is then not small compared with the hole filling energy $\pi\hbar^2n/m_h$.

Doping changes the neutrality condition. With $N_A$ ionized acceptors per unit area, $p=n+N_A$, and at transparency $N_A=p(-a_e)-n(a_e)$. The right side falls as $a_e$ rises, so more acceptors mean a lower electron level. Both levels sit on their edges when
\begin{equation}
N_A=(N_v-N_c)\ln2=1.57\times10^{12}\ \text{cm}^{-2}.
\end{equation}
At 1.5 times this doping the roles are reversed: at transparency the hole level is 10.2 meV inside its band and the electron level 10.2 meV in the gap.

\section{The model beside a real well}

The parameters are rough values for GaAs/AlGaAs, and a serious simplification for such a well is the single parabolic hole subband. Confinement and the coupling of heavy and light holes make the valence subbands far from parabolic. To size this, the subbands were computed by diagonalizing the Luttinger Hamiltonian in the axial approximation, with rough parameters $\gamma_1=7$, $\gamma_2=2$, $\gamma_3=3$. The 8 nm well had a 150 meV hole barrier and lay in a 40 nm core with hard outer walls.

The hole mass at the edge comes out as $0.17\,m_0$, lighter than the assumed $0.28\,m_0$. Taken alone it would give $r\approx2.4$ and, by (\ref{eq:small}), a displacement of about 16 meV. The full set of subbands gives 49 meV instead. Including the upper electron states, with a 250 meV barrier, and a conduction-band density of states raised by the factor $1+2\alpha E$, where $\alpha=0.6$ eV$^{-1}$ and $E$ is the energy above the bottom of the well, changes this to 47 meV. The transparency density becomes $1.7\times10^{12}$ cm$^{-2}$ instead of $0.97\times10^{12}$ cm$^{-2}$. Going beyond the axial approximation, by keeping the dependence of the subbands on in-plane direction, adds about 1.6 meV to either depth. Widening the core to 60 nm, with a larger basis, adds about 0.2 meV. The Hamiltonian has four bands and leaves out the split-off band; including it, with a splitting of 341 meV and in the axial approximation, adds about 2.6 meV to either depth and raises the transparency density to about $1.8\times10^{12}$ cm$^{-2}$.

The density of the counter-example, $1.50\times10^{12}$ cm$^{-2}$, is therefore below transparency in this fuller model, and the edge still absorbs there. The gain fraction 0.254, the gain range of 36.0 meV, the density window, the cooling temperature, the hole level at 77 K and the doping densities found earlier belong to the simple model. With the fuller bands, the hole level at this density enters its band only below about 95 K and is about 3 meV inside at 77 K, and about $8\times10^{12}$ cm$^{-2}$ acceptors are needed to put both levels on their edges at 300 K. The conclusion about the levels of the undoped well at 300 K remains: with the fuller bands, edge gain begins at $1.7\times10^{12}$ cm$^{-2}$, while the hole level enters its band only near $8.5\times10^{12}$ cm$^{-2}$. These values are for the axial four-band model. Keeping the in-plane direction dependence, or adding the split-off band, lowers the cooling temperature to about 88--90 K and the level at 77 K to about 2 meV, raises the acceptor density to about $9\times10^{12}$ cm$^{-2}$, and raises the entry density to between $9\times10^{12}$ and $10\times10^{12}$ cm$^{-2}$.

Two causes can be separated. First, 46\% of the holes are outside the lowest subband, nearly all of them in higher subbands bound in the well. Second, the lowest subband holds the other 54\%, about $0.9\times10^{12}$ cm$^{-2}$, whereas a parabola with the edge mass would hold about $0.3\times10^{12}$ cm$^{-2}$ at the same level, by (\ref{eq:p}). The subband thus has many more states away from its edge than the edge mass suggests. Part 2 of the statement covers this case: the number of hole states within thermal reach decides, not the name ``heavy hole'' or the mass at one point.

Other corrections, each applied separately to the simple model, are smaller. Exchange between carriers, estimated with static screening, a layer of zero thickness and relative permittivity 13, moves the electron and hole edges toward each other by 5.8 and 4.7 meV. A rigid shift carries the levels with it; the remaining change in band shape leaves the hole level 24.9 meV in the gap. Scattering that limits the lifetime of a carrier's state to 0.1 ps blurs the edge by about $\hbar/\tau=6.6$ meV. If transparency is required that far below the edge, so that $a_e+a_h=-6.6$ meV, the hole level is 27.6 meV in the gap. At 350 K, with the masses held fixed, (\ref{eq:form}) scales 25.0 meV to 29.2 meV.

In these estimates the hole level stays in the gap at transparency, but its depth is uncertain by about a factor of two, mainly through the valence bands. A laser must also overcome its optical losses, so it runs above transparency. Whether its hole level is then still in the gap depends on its density, temperature and doping, and has to be found from the neutrality condition for that device.
